# Logarithmic threshold drift from a tunnelling front in the gate dielectric

Q: A transistor is held under constant gate voltage and its threshold creeps upward for hours. You blame electrons tunnelling from the channel into traps in the gate dielectric. Tunnelling is a rate process, and a rate process ends in an exponential approach to a final value. Why should there be anything else?

A: Each trap does follow an exponential. But the traps sit at different distances from the channel, and their rates differ by many powers of ten. The question is what the sum looks like.

Put the channel at $x=0$ and the gate at $x=d$. The algebra uses atomic units: $\hbar$, the electron mass, the elementary charge and $4\pi\varepsilon_0$ equal 1. Let $m$ be the tunnelling mass in the dielectric, and $\varphi$ the height of its conduction band edge above the energy of a channel electron's motion towards the gate. Take $\varphi$ constant for now. Inside the dielectric

$$-\frac{1}{2m}\psi''+\varphi\,\psi=0\quad\Rightarrow\quad \psi''=\kappa^2\psi,\qquad \kappa=\sqrt{2m\varphi}.$$

For a barrier many decay lengths thick we keep the decaying solution, $\psi\propto e^{-\kappa x}$, so $|\psi|^2\propto e^{-2\kappa x}$.

Q: That is the density of a wave function. You need a capture rate.

A: Assume that capture is local: the coupling acts within a short range of the trap, and phonons take up the released energy. At a distance $\xi$ from a trap at $x$, measured along the same axis, the channel state is $\psi(x+\xi)=\psi(x)e^{-\kappa\xi}$. The factor $e^{-\kappa\xi}$ is the same for every trap, so the matrix element is $\psi(x)$ times a common constant. The golden-rule rate is its square,

$$w(x)=w_0e^{-2\kappa x}.$$

The constant $w_0$ is the rate extrapolated to the channel. It contains the channel electron density and the phonon physics, and is held fixed during the stress.

Q: And what do you assume about the traps?

A: They have uniform density $N$ per volume, are empty when the stress starts, and exchange no electrons with each other or with the gate. Their levels lie well below the Fermi level of the stressed channel, so emission is negligible. The empty start is an assumption about the device's history, and even a first stress need not meet it, because traps below the Fermi level at rest fill during storage as far as tunnelling allows. For a level 0.3 eV below the stressed Fermi level at zero field, a flat barrier and the numbers used later, $10^6$ s of rest from an empty start leaves about 4, 35 or 99 per cent of the drift between 1 s and $10^4$ s when the Fermi level at rest is 0.1, 0.2 or 0.4 eV lower than under stress; with the barrier tilted by a 1 MV/cm stress field the first two figures become 8 and 43. A level that stays below the Fermi level at rest can still leave that drift almost whole if capture at rest is slow: for a depth of 0.6 eV and a Fermi level 0.4 eV lower, 98 per cent remains, though only a third of the total shift at $10^4$ s. Depleting the channel favours emptying, but emptying is also limited by tunnelling and is slower than filling by a Boltzmann factor in the level depth. Take a level 2.92 nm from the channel that lies 0.3 eV below the stressed Fermi level when the dielectric field is zero. With the numbers used later it needs some $2\times10^9$ s to empty at zero field and $5\times10^4$ s under a reversed field of 1 MV/cm, which lifts it by 0.29 eV. If the 0.3 eV is instead its depth under a 1 MV/cm stress field, removing the field lifts it by the same amount, and it empties in about $2\times10^4$ s. The occupied fraction $f(x,t)$ then obeys

$$\frac{\partial f}{\partial t}=w(x)(1-f),\qquad f(x,0)=0.$$

Since $1-f$ decays at the constant rate $w$,

$$f=1-\exp\!\left(-\tau e^{-2\kappa x}\right),\qquad \tau=w_0t.$$

Q: I still see an exponential, now inside another one. Where is the front?

A: Write $\tau=e^{\ln\tau}$ and define $s=2\kappa x-\ln\tau$. Then

$$f=1-\exp(-e^{-s}).$$

Time and depth enter through $s$ alone. For $s$ well below zero the traps are full; for $s$ well above zero they are empty. As time passes the profile keeps its shape and moves deeper. Multiplying $t$ by 10 adds $\ln10$ to $\ln\tau$, so the profile advances by

$$\Delta x=\frac{\ln 10}{2\kappa}$$

per decade of time. Equal ratios of time fill equal thicknesses, because the waiting time grows exponentially with depth.

Q: A moving picture is not a count of electrons. Do the integral, including the times when there is no front yet.

A: The filled thickness is $\int_0^d f\,dx$. Substitute $u=\tau e^{-2\kappa x}$, so that $dx=-du/(2\kappa u)$. The limits $x=0$ and $x=d$ become $u=\tau$ and $u=\tau e^{-2\kappa d}$. The minus sign reverses the limits:

$$\int_0^d f\,dx=\frac{1}{2\kappa}\int_{\tau e^{-2\kappa d}}^{\tau}\frac{1-e^{-u}}{u}\,du=\frac{\mathrm{Ein}(\tau)-\mathrm{Ein}(\tau e^{-2\kappa d})}{2\kappa},$$

with $\mathrm{Ein}(z)=\int_0^z(1-e^{-u})\,du/u$. There are three regimes.

For $\tau\ll1$ the integrand is close to 1 and $\mathrm{Ein}(z)\approx z$. The thickness is $\tau(1-e^{-2\kappa d})/(2\kappa)$, linear in time: even the traps nearest the channel are still mostly empty.

For large $z$, integrate by parts:

$$\mathrm{Ein}(z)=(1-e^{-z})\ln z-\int_0^z e^{-u}\ln u\,du\;\longrightarrow\;\ln z+\gamma.$$

The boundary term at $u=0$ vanishes because $u\ln u\to0$, and $\int_0^\infty e^{-u}\ln u\,du=-\gamma$, where $\gamma\approx0.577$ is Euler's constant. If $\tau\gg1$ while $\tau e^{-2\kappa d}\ll1$, the second $\mathrm{Ein}$ is negligible and

$$\int_0^d f\,dx=x_f,\qquad x_f=\frac{\ln(w_0t)+\gamma}{2\kappa}.$$

This is the logarithm.

When both arguments are large, the difference of logarithms is $2\kappa d$ and the thickness is $d$: every trap is full. The same substitution gives the thickness still unfilled, $\int_0^d(1-f)\,dx=\frac{1}{2\kappa}\int_z^{\tau}e^{-u}\,du/u$ with $z=w(d)\,t$, which for large $z$ falls as $e^{-z}/z$. The exponential approach to a final value that you expected is there, but it belongs to the end of the process, and with the numbers used later that end is out of reach: for a flat barrier $z=1$ needs about $10^{477}$ s for a 100 nm layer and $10^{39}$ s for a 10 nm layer. In the thick layer full filling would also mean a shift of 11.6 V, more than the 10 V overdrive assumed later, so $w_0$ could not stay fixed that far.

Q: So the filled charge is logarithmic. You promised a threshold voltage.

A: The threshold shift is the extra gate voltage that restores the same channel charge. Let $\Delta\phi(x)$ be the change in electrostatic potential between the two situations. Restoring the channel means $\Delta\phi(0)=0$ and $\Delta\phi'(0)=0$. The trapped electrons have charge density $-Nf$, so in a dielectric of relative permittivity $\varepsilon$

$$\Delta\phi''=-\frac{4\pi}{\varepsilon}(-Nf)=\frac{4\pi N}{\varepsilon}f.$$

Integrate twice from the channel and exchange the order of integration. A layer at $x$ contributes to the field at every $x'$ between $x$ and $d$, a stretch of length $d-x$:

$$\Delta V_T=\Delta\phi(d)=\frac{4\pi N}{\varepsilon}\int_0^d dx'\int_0^{x'}f\,dx=\frac{4\pi N}{\varepsilon}\int_0^d(d-x)f\,dx.$$

The sign is positive: trapped electrons demand a more positive gate. An electron near the channel counts most, and one at the gate not at all.

Q: Then the later electrons count less than the early ones, and your logarithm is already spoiled.

A: It is bent, and we can say by how much. We need $\int x f\,dx$. By parts,

$$\int_0^d x f\,dx=\left[\frac{x^2}{2}f\right]_0^d+\frac12\int_0^d x^2\left(-\frac{\partial f}{\partial x}\right)dx.$$

The bracket is zero at $x=0$ and negligible at the gate while the front is far from it. The function $-\partial f/\partial x$ is positive and peaked at the front. In the variable $s$ it is the density

$$p(s)=-\frac{df}{ds}=e^{-s}\exp(-e^{-s}),$$

which integrates to 1. The part at $x<0$ has weight $e^{-\tau}$ and can be ignored. With $v=e^{-s}$, the moments are

$$\langle s\rangle=-\int_0^\infty e^{-v}\ln v\,dv=\gamma,\qquad \langle s^2\rangle=\int_0^\infty e^{-v}\ln^2v\,dv=\gamma^2+\frac{\pi^2}{6}.$$

Both follow from $\int_0^\infty v^ze^{-v}dv=\Gamma(1+z)$ and $\ln\Gamma(1+z)=-\gamma z+\pi^2z^2/12+\dots$: the coefficient of $z$ gives the mean of $\ln v$, and twice that of $z^2$ gives its variance, $\pi^2/6$. Since $x=(s+\ln\tau)/(2\kappa)$, the front has mean depth $x_f$, as before, and standard deviation

$$\sigma=\frac{\pi}{2\kappa\sqrt6}.$$

Therefore $\int xf\,dx=(x_f^2+\sigma^2)/2$, and

$$\Delta V_T=\frac{4\pi N}{\varepsilon}\left[d\,x_f-\frac{x_f^2+\sigma^2}{2}\right].$$

Because $\sigma$ is constant and $dx_f/d\log_{10}t=\ln10/(2\kappa)$,

$$\frac{d\Delta V_T}{d\log_{10}t}=\frac{4\pi N}{\varepsilon}\,\frac{\ln10}{2\kappa}\,(d-x_f).$$

You are right, then: for a flat barrier and uniform $N$ the charge is logarithmic, while the threshold is logarithmic to leading order in $x_f/d$.

Q: Put numbers in. I suspect that the bend is either invisible or fatal.

A: Take rough typical values for a transistor with a metal-oxide channel on silicon dioxide: $\varphi=3.0$ eV, $m=0.4$, $\varepsilon=3.9$, $d=100$ nm, $N=5\times10^{17}$ cm$^{-3}$ and $w_0=10^{10}$ s$^{-1}$. With 1 hartree $=27.2114$ eV and 1 bohr $=0.052918$ nm,

$$\kappa=\frac{\sqrt{2(0.4)(3.0/27.2114)}}{0.052918\ \text{nm}}=5.61\ \text{nm}^{-1}.$$

The front advances by $2.303/(2\times5.612)=0.205$ nm per decade, or 2.05 angstrom. Its standard deviation is 0.114 nm. At 1 s, $\ln(w_0t)=23.03$ and

$$x_f=\frac{23.03+0.58}{11.22}=2.10\ \text{nm}.$$

Four decades later, at $10^4$ s, it is 2.92 nm.

For the voltage, hartree times bohr is 1.440 eV nm, and $N=5\times10^{-4}$ nm$^{-3}$, so

$$\frac{4\pi N}{\varepsilon}\to\frac{4\pi(1.440)(5\times10^{-4})}{3.9}=2.32\times10^{-3}\ \text{V/nm}^2.$$

At $10^4$ s the bracket is $292.3-4.3=288.1$ nm$^2$ before rounding of its terms, and the shift is 0.668 V. At 1 s it is 0.483 V. The drift between the two times is 0.186 V. The slope falls from 46.6 to 46.2 mV per decade, less than one per cent, so here the bend is hard to see.

With $d=10$ nm, and $N$, $\kappa$ and $w_0$ unchanged, the slope falls from 3.76 to 3.37 mV per decade over the same interval, by about 10 per cent. The ratio is that of the lever arms, $(10-2.92)/(10-2.10)$. The thin layer also drifts far less, since each electron acts over a shorter distance.

Q: You have 0.483 V of shift before the first second. Where did that come from?

A: From the ten decades between $1/w_0=10^{-10}$ s and 1 s, in a model whose traps start empty and whose stress starts instantly. An instrument that takes its first reading at 1 s would record the later 0.186 V as drift. This also shows how weakly the slope depends on $w_0$. A tenfold error in $w_0$ moves the front by 0.205 nm, which changes the lever arm by about 0.2 per cent at 100 nm and by about 3 per cent at 10 nm. If $w_0$ is thermally activated, heating likewise moves the front deeper. With $N$ uniform and $N$ and $\kappa$ fixed, going from 300 to 400 K with an activation energy of 0.5 to 1 eV lowers the slope by under 1 per cent at 100 nm but by 6 to 12 per cent at 10 nm. With the tilted barrier and spread levels treated below, the same heating raises the slope at 100 nm by 4 to 8 per cent.

Q: Your front is a tenth of a nanometre wide, but the traps are much farther apart than that. What is sharp about it?

A: The average over the channel area. One decade fills $N\Delta x=5\times10^{-4}\times0.205\approx1.0\times10^{-4}$ traps per nm$^2$, about 100 per square micrometre. For independently placed traps that number scatters by its square root, some 10 per cent for one square micrometre and less for a larger channel. A very small transistor would show separate steps instead of a smooth logarithm.

Q: The gate is biased, so the barrier cannot be flat. Does the exponent survive?

A: It changes form. With 10 V above threshold across 100 nm, the field is $F=0.1$ V/nm, or 1 MV/cm. The electron's potential energy falls towards the gate, so the local barrier is $\varphi-Fx$. In the semiclassical approximation, valid while the local decay constant changes little over one decay length, $2\kappa x$ is replaced by

$$S(x)=2\int_0^x\!\sqrt{2m(\varphi-Fx')}\,dx'=\frac{4\sqrt{2m}}{3F}\left[\varphi^{3/2}-(\varphi-Fx)^{3/2}\right].$$

The weakly varying semiclassical prefactor is dropped. The front now sits where $S(x)=\ln(w_0t)+\gamma$, up to corrections from its small width. Differentiating gives $dx/d\ln t=1/S'(x)$, which is the old law with the decay constant at the front.

At $10^4$ s this places the front at 3.00 nm, where the barrier is 2.7 eV. The advance per decade is larger by $\sqrt{3.0/2.7}\approx1.05$. Because this factor grows as the front moves in, it outweighs the shrinking lever arm at 100 nm: the slope now rises, from 48.3 mV per decade at 1 s to 48.7 at $10^4$ s. Integrating Poisson's equation numerically with the tilted filling profile raises the drift between 1 s and $10^4$ s by 4.5 per cent relative to the flat barrier, or 4.7 per cent with the prefactor kept. The figure relies on $\kappa\propto\sqrt{\varphi-Fx}$: a two-band dispersion with a 9 eV gap and the same $\kappa$ at the channel gives about 2.4 per cent. So does the rise of the slope: with that dispersion it is 47.5 mV per decade at both times.

Q: Could the electrons not simply leave through the tilted barrier?

A: A cold electron would have to reach $x=\varphi/F=30$ nm, where the barrier ends, and there $S=224.5$. Warm electrons do better: at 300 K the Boltzmann average of $e^{-S}$ over energy is about $e^{-109}$, dominated by electrons some 2.6 eV up. Both are negligible in an ideal dielectric; leakage through defects is not included. The field is also a tenth of a rough breakdown field of 10 MV/cm for silicon dioxide. A poor deposited film may break down earlier.

Q: You have tilted the conduction band. The trap levels tilt as well.

A: Yes, and this can matter more, depending on how the levels are distributed. For a single level already below the Fermi level the tilt makes the trap more securely filled. At a depth of 0.3 eV below the Fermi level and 300 K, the thermally empty fraction is $1/(1+e^{0.3/0.02585})\approx9\times10^{-6}$, with spin degeneracy ignored.

Suppose instead that the levels are spread evenly in energy, and that those in a window $W=1$ eV below the Fermi level make up the density $N$ at the channel. At depth $x$ the field pulls a further slice $Fx$ below the Fermi level, so that

$$N(x)=N\left(1+\frac{Fx}{W}\right).$$

To see what a graded density does, note that $f$ depends on $2\kappa x-\ln\tau$, so $\partial f/\partial\ln t=-(1/2\kappa)\,\partial f/\partial x$. Hence, for the flat barrier,

$$\frac{d\Delta V_T}{d\ln t}=\frac{4\pi}{2\kappa\,\varepsilon}\int_0^d(d-x)N(x)\left(-\frac{\partial f}{\partial x}\right)dx\approx\frac{4\pi}{2\kappa\,\varepsilon}(d-x_f)N(x_f).$$

The last step holds when $N(x)$ varies little across the front. The slope reads the trap density where the front is. At $10^4$ s, $Fx_f/W=0.29$, so the slope is 29 per cent larger than for uniform $N$. It also grows with time, from 56.4 mV per decade at 1 s to 59.7 at $10^4$ s. The drift over the four decades is 25 per cent larger, and 31 per cent larger when the barrier tilt is included. These comparisons hold the density at the channel and the field fixed.

Q: What else have you left out that might be as large?

A: Three further effects can be sized with the same numbers, each taken alone and relative to the 0.186 V drift.

First, the gate may fill traps on its own side. If it does so by the same law, those electrons have lever arms measured from the gate and add $(4\pi N/\varepsilon)(x_f^2+\sigma^2)/2$. The drift rises by 2.6 per cent. This term is equal and opposite to the bend, so the sum is $(4\pi N/\varepsilon)\,d\,x_f$. In the 10 nm layer the slope would then be 4.76 mV per decade at both times, and the drift 19 mV instead of 14 mV. Under bias the law is not the same, because the barrier and the levels rise away from a positive gate. At 1 MV/cm, for a level that lies 0.3 eV below the gate's Fermi level at the gate, the addition is 2.1 per cent, and the 10 nm slope with the tilt on both sides still falls, from 4.81 to 4.40 mV per decade. That fall depends on the level depth, since this level reaches the gate's Fermi level near the front: for 0.5 eV the addition is 2.4 per cent and the slope goes only from 4.83 to 4.81, while for 0.2 eV the addition is about 0.4 per cent.

Second, trapped electrons raise the threshold and so reduce the channel charge. If $w_0$ is proportional to the remaining overdrive, it falls from $1-0.0483$ to $1-0.0668$ of its initial value between the two times. The logarithm of that ratio is about $-0.020$, against $\ln10^4=9.21$. The drift falls by 0.2 per cent. In a self-consistent accumulation layer the electron density at the interface grows nearly as the square of the overdrive, and the fall is then 0.4 per cent. At fixed gate voltage the same charge also weakens the field near the channel; with both included and $w_0$ proportional to the overdrive, the increases of 4.5, 25 and 31 per cent found above become about 4.0, 23 and 29 per cent.

Third, warm electrons face a lower barrier. Averaging the tunnelling factor numerically over a Boltzmann distribution of the energy towards the gate, with the rate at $x=0$ held fixed, raises the drift by 0.5 per cent. In an accumulation layer this motion is quantised. For a channel mass of 0.2 to 0.3 and a channel permittivity of 10 to 16, a self-consistent well in a film 15 to 50 nm thick puts the two lowest subbands 1.3 to 2 $kT$ apart, and the effect is 0.2 to 0.3 per cent, or 0.3 to 0.5 per cent when the mass mismatch lets the in-plane energy lower the barrier too.

A larger effect needs inputs we have not fixed. Under bias the energy released on capture grows by $Fx$, so the phonon factor in $w_0$ is no longer the same for every trap. A multiphonon line shape with a 0.06 eV phonon, relaxation energies from 0.5 to 2 eV and a released energy of 0.3 or 0.8 eV at the channel changes the drift by about $-9$ to $+12$ per cent on the flat barrier, and by $-10$ to $+13$ per cent on the tilted one. The image force on the tunnelling electron adds roughly 0.2 to 1 per cent. Transfer between traps, excluded at the start, lets a trap near the channel relay electrons to a deeper neighbour. Counting pairs of equal levels 3.3 eV below the conduction band edge, with a hopping prefactor from $10^8$ to $10^{12}$ s$^{-1}$, it raises the drift by about 1 to 3 per cent at this $N$, and in the pair approximation the correction is proportional to $N$.

Q: Then may I read a measured logarithmic drift as a map of the traps?

A: Under conditions. The inputs $N$ and $w_0$ are rough and can differ greatly between films. So are $\varphi$ and $m$: 3.0 eV is close to the offset for a silicon channel, and an oxide channel can have a larger one. Taking $\varphi=4.3$ eV lowers the drift by 16 per cent, and $m$ between 0.3 and 0.5 moves it by $+15$ to $-10$ per cent. The calculated shift of some tenths of a volt is a plausible size for a stressed device, not a prediction for a particular one. If the trap levels are spread in energy over $W=1$ eV, the estimate above raises the drift by 25 per cent, or by 31 per cent together with the barrier tilt. On the flat barrier the increase scales as $1/W$, so $W=0.5$ eV gives 50 per cent. Nor need $N$ be uniform in depth: a density twice as large at the front doubles the local slope.

Moreover, bias stress in real thin-film transistors can involve defects in the channel and at its interface, and it can also be fitted by a stretched exponential in time. Near its time constant and with a small exponent, such a curve can resemble a logarithm (over three decades centred on the time constant, it stays within about 5 per cent of the rise from its least-squares line for exponent 0.3 and within about 13 per cent for 0.5; centred half a decade later, the figures are 11 and 22 per cent), so a straight line on a logarithmic time axis does not by itself establish tunnelling. If other evidence does, if $\kappa$ is known and if $x_f\ll d$, the slope gives the density of the traps being filled. In a thin layer the lever arm $d-x_f$ matters: at 10 nm it is 0.71 of $d$ at $10^4$ s, and two decades of error in $w_0$ change the inferred density by about 6 per cent. To say where the traps are, you also need $w_0$: with the values used here and a flat barrier, about nine tenths of the traps filled between 1 s and $10^4$ s lie between 2.1 and 2.9 nm from the channel, and $\varphi=4.3$ eV would move that range to about 1.75 to 2.45 nm. The slope does not probe the bulk of the 97 nm beyond. Traps that the gate fills on its own side do enter it: by the flat-barrier law they add 3 per cent at $10^4$ s for equal density, and 30 per cent for a density ten times larger.
